Pulay pressure from the kinetic tail of PAW partial waves

**Two pressures from one energy function**

A simple cubic crystal of Gaussian wells, with lattice constant 2.10 Å and two electrons per cell, is solved in plane waves at a cutoff of 220 eV. The analytic stress gives a pressure of −246 GPa. Differentiating the energy numerically with respect to volume, at the same cutoff, gives −0.3 GPa, a value that scatters between about −3 and +6 GPa with the step size and the k-mesh. A cutoff of 800 eV gives −3.4 GPa for the analytic stress, and the converged value is +0.24 GPa. The 220 eV basis is deliberately poor, but neither derivative contains a mistake. They hold different things fixed.

**What is held fixed**

Let E(V, E_cut) be the energy per cell when all plane waves with ½|k+G|² < E_cut are kept. Hartree atomic units are used in formulas. The number of plane waves changes in steps, so E is treated as a smooth function of both arguments. This is justified when a dense k-mesh makes the steps small.

The analytic stress differentiates the Hamiltonian matrix for a given list of plane waves. The list is labelled by integers and by fractional k, and these do not change under strain. Under a uniform expansion every |k+G| scales as V^(−1/3), so every kinetic energy scales as V^(−2/3). A fixed list therefore corresponds to a moving cutoff:

d ln E_cut / d ln V = −2/3, or dE_cut/dV = −(2/3) E_cut/V.

The chain rule gives the derivative along this path:

(dE/dV)_list = (∂E/∂V)_Ecut + (∂E/∂E_cut)(dE_cut/dV)
= (∂E/∂V)_Ecut − (2/3V) ∂E/∂ln E_cut,

where E_cut ∂E/∂E_cut = ∂E/∂ln E_cut was used. With p = −dE/dV on each side,

p_list − p_cut = (2/3V) ∂E/∂ln E_cut.  (1)

This difference is the Pulay pressure. A larger cutoff adds variational freedom, so the energy cannot rise and the right side is negative or zero. The analytic pressure lies below the fixed-cutoff pressure, and a cell relaxed with it comes out smaller than one relaxed with p_cut. How it compares with the converged pressure is the subject of the next section. The magnitude is (2/3V)|∂E/∂ln E_cut|, with the derivative taken at fixed volume.

For the model crystal V = 2.10³ = 9.26 Å³ and the slope is −21.53 eV. Then

(2/3V) ∂E/∂ln E_cut = −2 × 21.53/(3 × 9.26) = −1.55 eV/Å³ = −248 GPa,

with 1 eV/Å³ = 160.2 GPa. The directly computed difference p_list − p_cut is −245 GPa. The two agree to about 1% for this step and mesh. With meshes from 8³ to 16³ and steps from 0.05 to 0.2 in the logarithm of volume or cutoff, the mismatch varies and reaches about 4%, because the finite differences run over a stepwise changing basis.

**When (1) is the error of the pressure**

Equation (1) compares two pressures at a finite cutoff. To compare with the converged pressure p_∞, write E = E_∞(V) + ΔE(V, E_cut). Then p_cut = p_∞ − ∂ΔE/∂V, and

p_list − p_∞ = (2/3V) ∂ΔE/∂ln E_cut − ∂ΔE/∂V.  (2)

The last term is small if the truncation error belongs mainly to the region near the nuclei and hardly changes with volume. Suppose that locally ΔE varies as V^γ E_cut^(−α). The two terms on the right of (2) are then −2αΔE/(3V) and −γΔE/V, and their ratio is

(last term)/(Pulay term) = 3γ/(2α).

A steep decay with cutoff, meaning a large α, makes the Pulay term dominate. In the model crystal p_cut differs from the analytic pressure at 800 eV by 3.1 GPa, about 1% of the Pulay pressure at 220 eV. The 800 eV value is not p_∞: it is itself a fixed-list pressure and contains its own Pulay term. On an 8³ mesh the analytic pressure rises to +0.04 GPa at 1200 eV and to +0.24 GPa at both 2000 and 3200 eV, a shift of 3.7 GPa. The value p_cut = −0.3 GPa lies 0.5 GPa from this p_∞, well inside its scatter of several GPa. The two sides of (1) also differ numerically by 2.9 GPa. The comparison therefore bounds the last term at a few GPa, small beside the Pulay term at 220 eV, but it does not measure it.

**The PAW problem in momentum space**

It remains to find the slope of the energy from the dataset. Take a free atom and one angular-momentum channel with one projector. The all-electron orbital has energy ε and norm 1. Its pseudo partial wave φ is smooth inside a matching radius r_c and equals the all-electron orbital outside. Let v be the local pseudopotential, T the kinetic energy, and s = 1 − ⟨φ|φ⟩ the norm defect. Define

χ = (ε − T − v)φ, C = ⟨φ|χ⟩, p = χ/C, D = C + εs.

The PAW Hamiltonian and overlap are H = T + v + |p⟩D⟨p| and S = 1 + |p⟩s⟨p|. Because ⟨p|φ⟩ = 1,

(H − εS)φ = −χ + p(D − εs) = −χ + pC = 0,

so φ is a solution with the all-electron energy, and ⟨φ|S|φ⟩ = ⟨φ|φ⟩ + s = 1.

Let φ(q) be the radial momentum amplitude, normalized so that ∫₀^∞ φ(q)² q² dq = ⟨φ|φ⟩. For an isolated atom q is continuous. If momenta above q_c are removed, with E_cut = q_c²/2, the eigenfunction becomes c(q) and the eigenvalue ε_c. They satisfy, for q ≤ q_c,

(q²/2 − ε_c) c(q) + ∫₀^{q_c} W(q,q′) c(q′) q′² dq′ = 0,  (3)

with the symmetric kernel W(q,q′) = v(q,q′) + (D − ε_c s) p(q)p(q′). The normalization is ⟨c|S|c⟩ = 1.

**The slope from the edge of the basis**

Differentiate (3) with respect to q_c, and let a dot denote this derivative. The upper limit of the integral contributes W(q,q_c)c(q_c)q_c². The explicit ε_c and the one inside W together contribute −ε̇_c(Sc)(q). Hence

(q²/2 − ε_c) ċ(q) + ∫₀^{q_c} W(q,q′) ċ(q′) q′² dq′ + W(q,q_c) c(q_c) q_c² − ε̇_c (Sc)(q) = 0.

Multiply by c(q)q² and integrate from 0 to q_c. Because W is symmetric, the first two terms combine into ċ multiplied by the left side of (3), which is zero. The last term gives −ε̇_c, by normalization. So

ε̇_c = q_c² c(q_c) ∫₀^{q_c} W(q_c,q) c(q) q² dq.

Equation (3) at q = q_c says that the integral equals −(q_c²/2 − ε_c)c(q_c). Therefore

dε_c/dq_c = −q_c² (q_c²/2 − ε_c) c(q_c)².  (4)

Since ln E_cut = 2 ln q_c − ln 2, we have d/d ln E_cut = (q_c/2) d/dq_c, and

dε_c/d ln E_cut = −(q_c³/2)(E_cut − ε_c) c(q_c)².  (5)

Within this one-electron problem nothing has been approximated. The eigenvalue responds to the cutoff through the amplitude at the edge of the basis.

**Leading order**

At large cutoff, replace c(q_c) by φ(q_c) and E_cut − ε_c by E_cut = q_c²/2:

dε_c/d ln E_cut ≈ −q_c⁵ φ(q_c)²/4.  (6)

The truncation error vanishes at infinite cutoff. Integrating (4) from q_c to infinity with the same replacements gives

ε_c − ε ≈ T_tail = ½ ∫_{q_c}^∞ q⁴ φ(q)² dq.  (7)

The error of the eigenvalue is the kinetic energy that the pseudo partial wave carries above the cutoff.

To pass to the total energy, sum over occupied orbitals with occupations f_i. By stationarity, the total-energy change is the sum of f_i(ε_c,i − ε_i) at frozen potential, plus terms quadratic in the density change. Dropping the latter and inserting (6) in (1) gives

p_Pulay ≈ −(1/6V) Σ_i f_i q_c⁵ φ_i(q_c)².  (8)

The factor is (2/3)(1/4) = 1/6. In a solid, (8) also assumes that the high momenta near each nucleus have the weight they have in the atom.

**The first correction**

Two replacements were made in (5). The energy factor is simple: E_cut − ε = E_cut(1 − ε/E_cut), which increases the magnitude for a bound state. The shift ε_c − ε is itself of the order of the tail and is neglected here.

For the amplitude, write the equation of the untruncated φ at q = q_c,

(E_cut − ε) φ(q_c) + ∫₀^∞ W(q_c,q) φ(q) q² dq = 0,

and subtract it from (3) at the same point, with ε_c replaced by ε. With η = c − φ below the cutoff,

(E_cut − ε) η(q_c) = ∫_{q_c}^∞ W(q_c,q) φ(q) q² dq − ∫₀^{q_c} W(q_c,q) η(q) q² dq.

Consider first the local potential. If it is smooth, it couples q_c mainly to nearby momenta. There η is already of order 1/E_cut, so the second integral is smaller than the first by a further factor of order v/E_cut. To first order,

η(q_c) ≈ F/E_cut, F = ∫_{q_c}^∞ v(q_c,q) φ(q) q² dq.

Now consider the projector part of the first integral, C p(q_c) ∫_{q_c}^∞ p(q)φ(q)q² dq. From χ = Cp, the tail of the projector is Cp(q) = −(q²/2 − ε)φ(q) − (vφ)(q). Where the kinetic term dominates, Cp(q) ≈ −(q²/2)φ(q), and the projector part becomes

−p(q_c) T_tail ≈ E_cut φ(q_c) T_tail/C.

Relative to E_cut φ(q_c) this is T_tail/C. Its contribution to the slope is therefore quadratic in the tail. The low momenta also respond through the projector. In the oxygen 2p channel treated below, between 300 and 600 eV, this response, the term −C p(q_c) ∫₀^{q_c} p(q)η(q)q² dq, has the same sign as the first projector term and adds 0.2 to 0.7 of it. Both become small there as the tail falls. The estimate requires that C is not close to zero. A dataset with nearly vanishing ⟨φ|χ⟩ falls outside the analysis.

The corrected slope at frozen potential is

dε_c/d ln E_cut ≈ −(q_c³/2)(E_cut − ε)[φ(q_c) + F/E_cut]².  (9)

Away from a node of φ it can be expanded to first order:

dε_c/d ln E_cut ≈ −(q_c⁵/4) φ(q_c)² [1 − ε/E_cut + 2F/(E_cut φ(q_c))].

At a node this expansion fails, because the last term is divided by φ(q_c). Form (9) remains meaningful and shows that the local potential shifts the node. Relative errors of (6) can therefore be large near a node, although the slope itself is small there.

The corresponding energy is

ε_c − ε ≈ T_tail − ε n_tail + ⟨v⟩_tail,  (10)

where n_tail = ∫_{q_c}^∞ φ²q² dq, and ⟨v⟩_tail is the expectation value of v in the removed part of φ. To check the last term, differentiate it with respect to q_c. Both integration limits contribute equally and give −2q_c²φ(q_c)F. The F term of the slope, written per unit q_c, is −q_c²(q_c²/2)(2φF/E_cut), which is the same.

Every removed momentum has q²/2 ≥ E_cut, so n_tail ≤ T_tail/E_cut. The binding term in (10) is thus at most |ε|/E_cut of the leading term. An attractive potential works against it. In a self-consistent calculation, the quadratic density terms dropped before (8) may be as large as this correction, so (9) and (10) belong to the frozen-potential problem.

**Oxygen at 400 eV**

The dataset is built from a spherical, spin-unpolarized, non-relativistic LDA atom with Slater exchange and Perdew–Wang correlation, in the configuration 1s² 2s² 2p⁴. Each pseudo partial wave is a sum of two spherical Bessel functions inside r_c = 1.5 bohr, matched through the second derivative. The local potential inside r_c is a r² + b r⁴, matched to the all-electron potential in value and slope; C, F, ⟨v⟩_tail and the direct errors depend on this choice. It is a simple construction, not a production dataset.

At 400 eV, q_c = 5.422 bohr⁻¹, and the 2p amplitude is φ(q_c) = 3.261×10⁻³ bohr^1.5. Writing q_c⁵/4 as (q_c³/2)E_cut keeps the energy in eV:

q_c³/2 = 79.7 bohr⁻³,
slope per 2p electron = −79.7 × 400 eV × (3.261×10⁻³)² = −0.339 eV.

The 2s amplitude happens to be very small at this cutoff, and its slope is −0.0003 eV per electron. The sum over the valence shell is

4 × (−0.339) + 2 × (−0.0003) = −1.36 eV.

For a chosen round volume of 20 Å³ per oxygen atom,

p_Pulay ≈ −2 × 1.36/(3 × 20) = −0.045 eV/Å³ = −7.2 GPa = −72 kbar.

No particular solid is meant. The number belongs to this dataset: the same construction with r_c = 1.4 or 1.6 bohr gives −20 or −1.8 GPa at 400 eV. Other atoms in the cell would add their own tails.

The energy error is tested by solving the PAW eigenproblem in the truncated momentum basis. Energies per atom are in meV:

300 eV: tail 1350, direct error 1325
400 eV: tail 136.7, direct error 136.4
500 eV: tail 21.3, direct error 20.8
600 eV: tail 17.4, direct error 16.9

The leading term is within 3% of the direct error at all four cutoffs. At 400 eV the binding term in (10) can add at most 4 × 33.4 × 9.2/400 + 2 × 1.6 × 23.7/400 ≈ 3.3 meV. The two columns carry cutoff-independent offsets from the radial basis: the tails are 0.2 meV too high and the direct errors 0.2 meV too low. With a converged basis the pairs read 136.5 and 136.6 at 400 eV, 21.1 and 21.0 at 500 eV, and 17.2 and 17.1 at 600 eV, so at 400 eV the direct error lies 0.1 meV above the tail. What stands is that the difference is far smaller than the binding term, which is 2.8 meV: ⟨v⟩_tail, at −2.5 meV, nearly cancels it. For 2p the quadratic measure T_tail/|C| is 0.033/28.7, or about 0.1%. It gives the order only: the remainder after (10) is about 0.2% of the 2p tail.

The slope at 400 eV found from the truncated eigenvalues is also −1.36 eV. It is a central difference, and the same difference applied to the tail was required to match (6) only to about 2%. The agreement therefore cannot resolve the correction in (9). For 2p at 400 eV the two first-order terms nearly cancel and the neglected quadratic terms are larger than their sum: (6), (9) and the exact form (5) give −339.0, −339.5 and −338.2 meV per electron, so here (9) is no closer than (6). At 500 and 600 eV, where the tail is smaller, (9) follows (5) to about 0.1%.

**Small energy error, large pressure**

At 400 eV the slope is ten times the energy error: 1.36 eV against 0.137 eV. The pressure measures how fast the tail falls, and here it falls steeply. A small energy error alone does not guarantee a small Pulay pressure.

At 500 and 600 eV the tail falls much more slowly. The slopes from (6) are only −66 and −29 meV, about 3 and 1.7 times the tails of 21 and 17 meV, and between the two cutoffs the tail drops by only 4 meV. Each term in (6) is minus a square, so a small sum means that both partial waves have small amplitudes at those two cutoffs. The remaining tail comes from higher momenta. At a node of φ the slope (6) of that channel vanishes while its tail (7) does not, so a small slope at one cutoff is no proof of convergence.

Averaging over a wide window does not cure this without a price. Between 283 and 566 eV the mean slope is −2.73 eV from the tail and −2.66 eV from the truncated eigenvalues. The tail method is sound for the average, but the average is twice the slope at 400 eV because the steep lower end dominates it. It would give −14.6 GPa, which describes the window and not the chosen cutoff. For a calculation at 400 eV the estimate is the local one, −7 GPa, and adding 7 GPa to the analytic pressure removes the Pulay error to the accuracy of this atomic model, which keeps the occupations and high-momentum weights of the free atom and is not tested in a crystal here.

Table of computed values

```
CRYSTAL OF GAUSSIAN WELLS
well depth 200 eV, width 0.26 A
lattice constant 2.10 A, k mesh 12^3
cutoff 220 eV, mean plane waves 68.7
high cutoff 800 eV, mean plane waves 476.0
dE/dln(Ecut) = -21.5254 eV
pressure, fixed plane-wave set = -245.651 GPa
pressure, fixed cutoff = -0.297 GPa
pressure, high cutoff = -3.445 GPa
difference set - cutoff = -245.354 GPa
(2/3V) dE/dln(Ecut) = -248.263 GPa
OXYGEN LDA ATOM AND PAW DATASET
matching radius 1.50 bohr
2s: occupation 2, eigenvalue -23.707 eV
2s: Bessel wavevectors 1.422, 3.318 1/bohr
2s: norm defect -0.1269, <phi|chi> -35.373 eV
2s: phi(qc) at 400 eV = 9.981e-05 bohr^1.5
2s: tail per electron at 400 eV = 1.637 meV
2s: slope per electron at 400 eV = -0.318 meV
2p: occupation 4, eigenvalue -9.205 eV
2p: Bessel wavevectors 2.075, 4.179 1/bohr
2p: norm defect 0.2005, <phi|chi> -28.693 eV
2p: phi(qc) at 400 eV = 3.261e-03 bohr^1.5
2p: tail per electron at 400 eV = 33.358 meV
2p: slope per electron at 400 eV = -339.052 meV
qc at 400 eV = 5.4221 1/bohr
per atom, meV: cutoff(eV) tail, direct error, tail slope, direct slope
300 eV: 1350.15, 1324.75, -8359.97, -8055.65
400 eV: 136.71, 136.43, -1356.84, -1358.21
500 eV: 21.25, 20.83, -66.10, -68.55
600 eV: 17.37, 16.91, -28.66, -28.41
window for mean slope: 282.8 to 565.7 eV
mean slope from tail = -2732.25 meV
mean slope from direct PAW = -2660.64 meV
volume per oxygen atom = 20.0 A^3
Pulay pressure, local tail slope: -7.2463 GPa = -72.463 kbar
Pulay pressure, local direct slope: -7.2536 GPa = -72.536 kbar
Pulay pressure, mean tail slope: -14.5918 GPa = -145.918 kbar
Pulay pressure, mean direct slope: -14.2094 GPa = -142.094 kbar
```
